# How much of a Hartree–Fock water dimer's attraction is basis-set error?

**Question**

I am studying pairing of water molecules in the vapour feed of an atomic layer deposition reactor, where water is the oxygen precursor. As a first step I computed a restricted Hartree–Fock curve for two rigid water molecules in the 6-31G basis. Subtracting two free-molecule energies from the dimer energy gives a well 31.4 kJ/mol deep at an O–O distance of 2.89 Å.

I know that each molecule can lower its energy by using the other's basis functions, and that "ghost atoms" are supposed to correct for this. But the correction changes with distance, and the minimum moves when I apply it. Which number tells me how much of the well is artificial? And once I have subtracted it, is what remains the Hartree–Fock attraction?

**Answer**

For the orientation specified below, about 14 % of your well depth is superposition error as counterpoise measures it; the share changes with orientation. What remains is a real attraction in kind, but its size in 6-31G is still far too large. These are two separate basis-set errors, and the ghost atoms deal with the first one.

**Setting up the two curves**

Let \(E_X^Y(R)\) be the Hartree–Fock energy of system \(X\) computed with the basis functions of system \(Y\), at O–O distance \(R\). Molecule A donates the hydrogen bond and B accepts it. Negative interaction energies mean attraction. Your curve is

\[
U(R)=E_{AB}^{AB}(R)-E_A^A-E_B^B .
\]

The dimer is described with 26 functions, but each free molecule has only its own 13. The counterpoise curve uses all 26 functions in every term:

\[
C(R)=E_{AB}^{AB}(R)-E_A^{AB}(R)-E_B^{AB}(R).
\]

Subtract the first from the second. The dimer energy cancels, leaving

\[
\delta(R)\equiv C-U=\left[E_A^A-E_A^{AB}(R)\right]+\left[E_B^B-E_B^{AB}(R)\right].
\]

Each bracket is the energy a single molecule gains from functions centred where its partner would be.

Neither bracket can be negative. Write an occupied orbital of free A as \(\phi_i=\sum_{\mu\in A}c_{\mu i}\chi_\mu\). The same orbital is available in the dimer basis: keep these coefficients and set those on B's functions to zero. The determinant and its energy are unchanged, so the lowest determinant in the larger basis satisfies \(E_A^{AB}\le E_A^A\). The same holds for B. Hence \(\delta\ge0\) and \(C\ge U\), provided each calculation has found its lowest closed-shell solution and the monomer geometries are the same in all terms.

**What a ghost atom is**

A ghost atom supplies basis functions but no nucleus and no electrons. For the donor, the one-electron Hamiltonian in atomic units is therefore

\[
h_A=-\tfrac12\nabla^2-\sum_{a\in A}\frac{Z_a}{|\mathbf r-\mathbf R_a|},
\]

with A's three nuclei in the sum, while its matrix elements run over all 26 functions. With density matrix \(D\), Coulomb matrix \(J\) and exchange matrix \(K\), the Fock matrix and energy are

\[
F=h_A+J-\tfrac12K,\qquad
E=\tfrac12\sum_{\mu\nu}D_{\mu\nu}(h_A+F)_{\mu\nu}+V_{nn}^A ,
\]

where \(V_{nn}^A\) is the repulsion among A's own nuclei. The factor \(\tfrac12\) in \(E\) prevents double counting of the electron repulsion contained in \(F\).

I used O–H lengths of 0.96 Å and an H–O–H angle of 104.5°. The donor's oxygen is at the origin with one O–H bond along \(+x\), and its other hydrogen lies in the \(xy\) plane at negative \(y\). The acceptor's oxygen is at \((R,0,0)\). Its bisector lies in the \(xy\) plane, 55° from \(+x\) towards positive \(y\), and its hydrogens sit symmetrically above and below that plane. This orientation is held fixed as \(R\) varies.

At \(R=2.9\) Å the donor energies are

\[
E_A^A=-75.98394030,\qquad E_A^{AB}=-75.98443479\ \text{hartree}.
\]

Iterating the equations above directly, starting from the free donor's density, gives the same second value as the ghost-atom calculation. With 1 hartree = 2625.5 kJ/mol, the donor's gain is

\[
0.00049449\times2625.5=1.30\ \text{kJ/mol}.
\]

The total at this distance is \(\delta=4.29\) kJ/mol, so the acceptor gains \(4.29-1.30=2.99\) kJ/mol, about 70 % of the error.

**The share at a fixed distance**

Wherever \(U<0\), the artificial share is

\[
f(R)=\frac{\delta}{|U|}=\frac{C-U}{|U|}=\frac{C+|U|}{|U|}=1+\frac{C}{|U|}.
\]

If \(C<0\), the share is below one and some attraction survives. If \(C=0\), all of it is artificial. If \(C>0\), the error exceeds the apparent attraction and has hidden a repulsion. Your dimer belongs to the first case at every distance I computed. A selection, with energies in kJ/mol:

| \(R\) (Å) | \(U\) | \(C\) | \(\delta\) | \(f\) (%) |
|---:|---:|---:|---:|---:|
| 2.6 | −22.5 | −16.6 | 5.8 | 26.0 |
| 2.9 | −31.4 | −27.1 | 4.3 | 13.6 |
| 3.1 | −29.5 | −25.8 | 3.7 | 12.5 |
| 3.6 | −20.5 | −17.7 | 2.8 | 13.5 |
| 5.0 | −5.7 | −5.6 | 0.1 | 2.4 |

The error falls steadily with distance, but its share does not. At 2.6 Å the share is large partly because short-range repulsion has reduced \(|U|\). From 3.1 to 3.6 Å, \(\delta\) falls to 75 % of its value while \(|U|\) falls to 70 %, so the ratio rises slightly. By 5.0 Å the partner's Gaussian functions barely reach the molecule and the share is small.

**The share of the well depth**

The two curves have different minima, \(R_U=2.893\) Å and \(R_C=2.923\) Å, located by interpolation to about 0.001 Å. Define the depths \(D_U=-U(R_U)\) and \(D_C=-C(R_C)\). Since \(U=C-\delta\),

\[
D_U=-C(R_U)+\delta(R_U)\le D_C+\delta(R_U),
\]

because \(-C\) is nowhere larger than \(D_C\). Likewise \(-U\) is nowhere larger than \(D_U\), so

\[
D_U\ge-U(R_C)=D_C+\delta(R_C).
\]

Together these give

\[
\delta(R_C)\le D_U-D_C\le\delta(R_U).
\]

This resolves your difficulty with the moving minimum. The loss of well depth need not equal the correction at either minimum, but it lies between the two. Here

\[
D_U=31.40,\qquad D_C=27.14,\qquad D_U-D_C=4.26\ \text{kJ/mol},
\]

and the bounds are 4.21 and 4.31 kJ/mol. The artificial share of the well depth is

\[
1-\frac{D_C}{D_U}=\frac{4.26}{31.40}=0.136 .
\]

In the other common unit, the well shrinks from 325 to 281 meV. If you instead hold \(R\) at your uncorrected minimum, the share is \(4.31/31.40=13.7\,\%\). The two definitions nearly agree because the minima are close together.

These shares belong to the fixed 55° tilt of the acceptor. At \(R=2.9\) Å the share \(f\) is 9 % for tilts of 0° and 20°, 11 % at 40° and 20 % at 75°, and the acceptor's part of \(\delta\) runs from 55 % to 75 %. Nor is 55° the preferred tilt in 6-31G: \(U=-32.2\) kJ/mol at 40° and \(C=-29.0\) kJ/mol at 20°.

The direction of the shift also follows. At \(R_U\) we have \(U'=0\), so \(C'=U'+\delta'=\delta'\), which is negative: the corrected curve is still going downhill outwards. Expanding \(C'\) to first order about \(R_U\),

\[
0=C'(R_C)\approx\delta'(R_U)+C''\,(R_C-R_U)
\quad\Rightarrow\quad
R_C-R_U\approx-\frac{\delta'}{C''}.
\]

The values of \(\delta\) at 2.8 and 3.0 Å are 4.688 and 3.960 kJ/mol, so \(\delta'\approx-3.64\) kJ/(mol Å). The curvature of \(C\) at its minimum is 18.9 N/m, or 114 kJ/(mol Å²). The estimate is \(3.64/114=0.032\) Å, against the 0.030 Å found.

**Is the surviving attraction real?**

The long-range limit shows where it comes from. Once the charge clouds no longer overlap, exchange between the molecules vanishes, and the leading interaction of two neutral polar molecules is that of their dipoles. With \(\mathbf n\) the unit vector from A to B, the potential of A's dipole is \(\boldsymbol\mu_A\cdot\mathbf r/r^3\). Minus its gradient gives the field at B,

\[
\mathbf F_A=\frac{3(\boldsymbol\mu_A\cdot\mathbf n)\mathbf n-\boldsymbol\mu_A}{R^3}.
\]

The energy of B's dipole in this field is \(-\boldsymbol\mu_B\cdot\mathbf F_A\), so

\[
E_{dd}=\frac{\boldsymbol\mu_A\cdot\boldsymbol\mu_B-3(\boldsymbol\mu_A\cdot\mathbf n)(\boldsymbol\mu_B\cdot\mathbf n)}{R^3}\equiv\frac{c}{R^3}.
\]

Each dipole points from the oxygen towards its hydrogens. The donor's lies 52.25° from \(\mathbf n\) on one side, the acceptor's 55° on the other, and the angle between them is 107.25°. With the 6-31G dipole of 1.0353 atomic units,

\[
c=1.0353^2\left(\cos107.25^\circ-3\cos52.25^\circ\cos55^\circ\right)=-1.447 .
\]

The sign is negative, so this orientation attracts.

To compare with Hartree–Fock, let \(g(R)=R^3C(R)\) in atomic units. The dipole–quadrupole energy varies as \(R^{-4}\), so \(g=c+a/R+b/R^2+\dots\). Combining two distances removes the \(a\) term:

\[
2g(2R)-g(R)=c+\left(\frac{a}{R}-\frac{a}{R}\right)+\left(\frac{b}{2R^2}-\frac{b}{R^2}\right)+\dots
=c-\frac{b}{2R^2}+\dots
\]

Using 30 and 60 Å gives \(-1.445\), within 0.2 % of the dipole value. At both distances \(\delta\) is below \(10^{-4}\) kJ/mol. The long-range attraction is therefore electrostatic and owes nothing significant to borrowed functions. At 5.0 Å, which is 9.449 bohr, the dipole term alone gives

\[
-\frac{1.447}{9.449^3}\times2625.5=-4.5\ \text{kJ/mol},
\]

about four fifths of \(C=-5.6\) kJ/mol. Near the minimum, overlap, higher multipoles and the response of each charge cloud to the other molecule matter too, and the dipole formula alone is no longer reliable.

**Why the corrected value is still not the Hartree–Fock answer**

Counterpoise gives all three calculations the same functions. It does not make those functions adequate. Each total energy lies above its own complete-basis Hartree–Fock limit, but \(C\) is a difference of such energies, and the remaining errors can leave it too deep or too shallow. It is not a bound.

I therefore repeated the calculation in aug-cc-pVDZ, which has 82 functions for the dimer, including polarization and diffuse ones. The geometry is held at \(R=2.923\) Å, so the following are energies at one point, not well depths:

- In 6-31G, \(U=-31.35\) and \(C=-27.14\) kJ/mol, so \(\delta=4.21\) kJ/mol.
- In aug-cc-pVDZ, \(U=-15.83\) and \(C=-14.82\) kJ/mol, so \(\delta=1.01\) kJ/mol.

The superposition error has fallen to about a quarter. The larger change is in \(C\) itself. Taking the aug-cc-pVDZ counterpoise value as the reference, your apparent 6-31G attraction divides as

\[
31.35=\underbrace{4.21}_{\text{superposition}}+\underbrace{12.32}_{\text{other basis error}}+\underbrace{14.82}_{\text{remaining attraction}}\ \text{kJ/mol}.
\]

The shares are 13 %, 39 % and 47 %. The error that ghost atoms leave behind is about three times the one they remove. The reference is itself a finite-basis result. In aug-cc-pVTZ, \(C=-14.74\) and \(\delta=0.31\) kJ/mol, so the reference shifts by about 0.1 kJ/mol and the shares become 13 %, 40 % and 47 %.

The molecular dipole gives a separate warning about 6-31G. The measured dipole of water is roughly 0.73 atomic units, while 6-31G gives 1.04. Since \(E_{dd}\) contains the product of two dipoles, it is too strong by a factor of about \((1.04/0.73)^2\approx2\) at long range. This comparison with experiment mixes basis error with the error of Hartree–Fock itself, and the dipole formula is not reliable at 2.9 Å. It therefore does not tell you how much of the 12 kJ/mol comes from the dipole.

**What this means for water vapour**

Hartree–Fock also omits electron correlation, both within each molecule and between the two, where it includes dispersion. A frozen-core MP2 calculation in aug-cc-pVDZ, with counterpoise and at the same geometry, adds \(-3.15\) kJ/mol, giving \(-14.82-3.15=-17.98\) kJ/mol before rounding of the parts. This is a net change, not the dispersion energy alone, because MP2 also alters each molecule's own charge distribution. Its size is comparable with your original superposition error. The correlation part converges slowly with basis: in aug-cc-pVTZ it is \(-4.5\) kJ/mol and the total is \(-19.3\) kJ/mol, so the aug-cc-pVDZ total is too shallow by more than 1 kJ/mol.

The nuclei also move. Treating the molecules as rigid masses \(m\) on the 6-31G counterpoise curve, the reduced mass is \(m/2\), and the harmonic zero-point energy of the O–O stretch is

\[
E_0=\tfrac12\hbar\sqrt{\frac{k}{m/2}}=1.13\ \text{kJ/mol},\qquad k=18.9\ \text{N/m}.
\]

This covers one of the six intermolecular vibrations. The others, and the relaxation of each molecule's shape, are left out.

For comparison, the measured energy needed to separate a real water dimer from its vibrational ground state is roughly 13 kJ/mol. That quantity includes all zero-point motion, so it should not be matched directly to any static energy above. Without the missing zero-point terms, it cannot tell you how far the 27 kJ/mol well is from the real one. At 150 °C, a representative deposition temperature, \(RT=3.52\) kJ/mol. The MP2-corrected attraction is five to six times this, but that ratio does not give the number of dimers in the feed. Pairing also costs translational and rotational entropy, and the population depends on pressure. You need a free energy for that, built on a better interaction energy than 6-31G supplies.

For your present question, report the 4.26 kJ/mol loss of well depth as the counterpoise estimate of superposition error, and state the basis and the orientation beside it. Then move to larger basis sets that include polarization functions, and check that \(C\) has settled before interpreting what is left. Adding only more s and p functions is not enough. At \(R=2.923\) Å, the s and p shells of aug-cc-pVQZ on oxygen with s shells on hydrogen give \(C=-24.8\) kJ/mol. The s and p shells of aug-cc-pVTZ on all atoms, which include p polarization on hydrogen, give \(-17.8\) kJ/mol, against \(-14.7\) kJ/mol for full aug-cc-pVTZ. The full set of distances and energies is in the numerical output below.

## Calculated quantities

```
O-H length: 0.96 angstrom; H-O-H angle: 104.5 deg
Acceptor tilt: 55.0 deg
Basis functions in dimer, 6-31G: 26
Basis functions in dimer, aug-cc-pVDZ: 82
Free monomer energy, 6-31G: -75.98394030 hartree
Donor with ghosts at 2.9 angstrom: -75.98443479 hartree
Same from separate loop: -75.98443479 hartree
Curves, 6-31G: R/angstrom, U, C, delta in kJ/mol, delta/|U| in %
  2.6  -22.473  -16.629  5.843  26.0
  2.7  -28.173  -22.978  5.195  18.4
  2.8  -30.778  -26.090  4.688  15.2
  2.9  -31.400  -27.114  4.286  13.6
  3.0  -30.803  -26.843  3.960  12.9
  3.1  -29.500  -25.810  3.690  12.5
  3.3  -25.995  -22.722  3.273  12.6
  3.6  -20.528  -17.747  2.781  13.5
  4.0  -14.306  -12.407  1.899  13.3
  5.0  -5.749  -5.613  0.136  2.4
Uncorrected minimum R_U: 2.893 angstrom
Counterpoise minimum R_C: 2.923 angstrom
Well depth D_U: 31.403 kJ/mol = 325.5 meV
Well depth D_C: 27.144 kJ/mol = 281.3 meV
delta at R_U: 4.313 kJ/mol
delta at R_C: 4.206 kJ/mol
Loss of well depth D_U - D_C: 4.260 kJ/mol
Artificial share of well depth: 13.56 %
Artificial share at fixed R_U: 13.73 %
Monomer dipole, 6-31G: 1.0353 atomic units
R^3 coefficient from dipoles: -1.4470 atomic units
R^3 coefficient from SCF: -1.4450 atomic units
aug-cc-pVDZ U at R_C: -15.833 kJ/mol
aug-cc-pVDZ C at R_C: -14.822 kJ/mol
aug-cc-pVDZ delta at R_C: 1.011 kJ/mol
MP2 correlation part of C at R_C: -3.154 kJ/mol
HF plus MP2 part at R_C: -17.976 kJ/mol
O-O stretch force constant: 18.93 N/m
O-O stretch wavenumber: 188.9 cm^-1
O-O stretch zero-point energy: 1.130 kJ/mol
RT at 423.15 K: 3.518 kJ/mol
```
